# The Poole-Frenkel slope at 400 K and a missing factor of two: verification in Python

```python
# Result under test: for ideal Poole-Frenkel emission with compensated traps,
#   ln(J/E) = constant + S*sqrt(E),  S = sqrt(q^3/(pi*eps0*eps_r))/(kB*T),
# and S is near 13.9 (MV/cm)^(-1/2) at T = 400 K and eps_r = 2.5.
# J: current density, E: field, q: elementary charge, eps_r: permittivity.
# The test side maximizes the potential energy numerically and solves the
# full steady-state rate balance; it does not use the formula for S.
import numpy as np
from scipy.constants import e, epsilon_0, k, pi
from scipy.optimize import brentq, minimize_scalar

TRAP_DEPTH = 1.3        # eV
TRAPS = 1e18            # cm^-3, donor-like traps
ACCEPTORS = 5e17        # cm^-3, compensating acceptors
N_RATE = 1e19           # cm^-3, attempt rate / capture coefficient
MOBILITY = 0.01         # cm^2/(V s)
FIELDS = np.array([0.25, 0.49, 0.64, 1.00])   # MV/cm


def barrier(field, eps_r):
    """Numerical position (nm) and lowering (eV) of the barrier top."""
    coulomb = e / (4 * pi * epsilon_0 * eps_r) * 1e9   # eV nm
    force = field * 0.1                                # eV/nm
    top = minimize_scalar(lambda x: coulomb / x + force * x,
                          bounds=(0.1, 50.0), method="bounded",
                          options={"xatol": 1e-9})
    return top.x, top.fun


def electron_density(field, temp, eps_r, acceptors):
    """Free electrons (cm^-3) from emission = capture with neutrality."""
    kt = k * temp / e
    height = TRAP_DEPTH - barrier(field, eps_r)[1]

    def balance(log_n):
        n = np.exp(log_n)
        return (log_n + np.log(acceptors + n)
                - np.log(TRAPS - acceptors - n)
                - np.log(N_RATE) + height / kt)

    upper = np.log(0.999 * (TRAPS - acceptors))
    return np.exp(brentq(balance, -60.0, upper))


def current(temp, eps_r, acceptors):
    """Electron densities (cm^-3) and current densities (A/cm^2)."""
    n = np.array([electron_density(f, temp, eps_r, acceptors)
                  for f in FIELDS])
    return n, e * MOBILITY * n * FIELDS * 1e6


def formula_slope(temp, eps_r):
    """S in (MV/cm)^(-1/2); 1 MV/cm = 1e8 V/m."""
    return np.sqrt(e**3 * 1e8 / (pi * epsilon_0 * eps_r)) / (k * temp)


T, EPS = 400.0, 2.5
root = np.sqrt(FIELDS)
kt_ev = k * T / e
S = formula_slope(T, EPS)

print(f"temperature = {T:.0f} K, relative permittivity = {EPS}")
print(f"trap depth = {TRAP_DEPTH} eV, mobility = {MOBILITY} cm^2/(V s)")
print(f"traps = {TRAPS:.1e} cm^-3, acceptors = {ACCEPTORS:.1e} cm^-3")
print(f"rate ratio N_1 = {N_RATE:.1e} cm^-3")
print(f"thermal energy kB*T = {kt_ev:.5f} eV")

# Barrier position and lowering against the closed forms
tops = [barrier(f, EPS) for f in FIELDS]
for f, (x_top, lowering) in zip(FIELDS, tops):
    x_formula = np.sqrt(e / (4 * pi * epsilon_0 * EPS * f * 1e8)) * 1e9
    d_formula = np.sqrt(e * f * 1e8 / (pi * epsilon_0 * EPS))
    assert abs(x_top / x_formula - 1) < 1e-5
    assert abs(lowering / d_formula - 1) < 1e-9

# Compensated traps: table, linearity and small-density approximation
n, J = current(T, EPS, ACCEPTORS)
log_cond = np.log(J / (FIELDS * 1e6))
print("E (MV/cm), sqrt(E), x_m (nm), lowering (eV), n (cm^-3),"
      " J (A/cm^2), ln(J/E in S/cm)")
for i, f in enumerate(FIELDS):
    print(f"{f:.2f}  {root[i]:.2f}  {tops[i][0]:.3f}  {tops[i][1]:.4f}  "
          f"{n[i]:.3e}  {J[i]:.3e}  {log_cond[i]:.3f}")
lowerings = np.array([t[1] for t in tops])
n_approx = (N_RATE * (TRAPS - ACCEPTORS) / ACCEPTORS
            * np.exp(-(TRAP_DEPTH - lowerings) / kt_ev))
assert np.allclose(n, n_approx, rtol=1e-6)
line = np.polyfit(root, log_cond, 1)
assert np.max(np.abs(np.polyval(line, root) - log_cond)) < 1e-6
assert abs(line[0] - S) < 1e-5
assert abs(line[0] - 13.9) < 0.05
print(f"slope from formula = {S:.3f} (MV/cm)^(-1/2)")
print(f"slope from rate balance = {line[0]:.3f} (MV/cm)^(-1/2)")
line10 = np.polyfit(root, np.log10(J / (FIELDS * 1e6)), 1)
assert abs(line10[0] - S / np.log(10)) < 1e-5
print(f"slope with log10 = {line10[0]:.3f} (MV/cm)^(-1/2)")

# Scaling with temperature and permittivity
for temp, eps_r in [(300.0, 2.5), (400.0, 4.0)]:
    _, j_other = current(temp, eps_r, ACCEPTORS)
    fitted = np.polyfit(root, np.log(j_other / FIELDS), 1)[0]
    assert abs(fitted - formula_slope(temp, eps_r)) < 1e-5
    print(f"slope at {temp:.0f} K, permittivity {eps_r} = "
          f"{fitted:.3f} (MV/cm)^(-1/2)")

# No compensation: the slope is halved; tolerance covers finite n/TRAPS
n_free, j_free = current(T, EPS, 0.0)
slope_free = np.polyfit(root, np.log(j_free / FIELDS), 1)[0]
assert abs(slope_free - S / 2) < 0.01
print(f"slope without acceptors = {slope_free:.3f} (MV/cm)^(-1/2)")
print(f"n without acceptors at 1 MV/cm = {n_free[-1]:.3e} cm^-3")

# Plotting ln J instead of ln(J/E): end-to-end slope and curvature
secants = np.diff(np.log(J)) / np.diff(root)
overall = np.log(J[-1] / J[0]) / (root[-1] - root[0])
extra = np.log(FIELDS[-1] / FIELDS[0]) / (root[-1] - root[0])
assert abs(overall - S - extra) < 1e-5
assert np.all(np.diff(secants) < -0.1) and np.all(secants > S)
print(f"ln J plot, slope from first to last field = {overall:.3f} "
      "(MV/cm)^(-1/2)")
print(f"part of it due to the factor E = {extra:.3f} (MV/cm)^(-1/2)")

# Field at which the numerically found barrier vanishes
vanish = brentq(lambda f: barrier(f, EPS)[1] - TRAP_DEPTH, 0.5, 50.0)
assert abs(vanish - (TRAP_DEPTH / (S * kt_ev))**2) < 1e-6
print(f"field at which the barrier vanishes = {vanish:.2f} MV/cm")
height = TRAP_DEPTH - lowerings[-1]
assert height > 10 * kt_ev
print(f"barrier left at 1 MV/cm = {height:.4f} eV "
      f"= {height / kt_ev:.1f} kB*T")
print("tests ok")
```

Printed output:

```
temperature = 400 K, relative permittivity = 2.5
trap depth = 1.3 eV, mobility = 0.01 cm^2/(V s)
traps = 1.0e+18 cm^-3, acceptors = 5.0e+17 cm^-3
rate ratio N_1 = 1.0e+19 cm^-3
thermal energy kB*T = 0.03447 eV
E (MV/cm), sqrt(E), x_m (nm), lowering (eV), n (cm^-3), J (A/cm^2), ln(J/E in S/cm)
0.25  0.50  4.800  0.2400  4.411e+05  1.767e-10  -34.886
0.49  0.70  3.429  0.3360  7.146e+06  5.610e-09  -32.101
0.64  0.80  3.000  0.3840  2.876e+07  2.949e-08  -30.708
1.00  1.00  2.400  0.4800  4.660e+08  7.466e-07  -27.923
slope from formula = 13.925 (MV/cm)^(-1/2)
slope from rate balance = 13.925 (MV/cm)^(-1/2)
slope with log10 = 6.048 (MV/cm)^(-1/2)
slope at 300 K, permittivity 2.5 = 18.567 (MV/cm)^(-1/2)
slope at 400 K, permittivity 4.0 = 11.009 (MV/cm)^(-1/2)
slope without acceptors = 6.963 (MV/cm)^(-1/2)
n without acceptors at 1 MV/cm = 2.159e+13 cm^-3
ln J plot, slope from first to last field = 16.698 (MV/cm)^(-1/2)
part of it due to the factor E = 2.773 (MV/cm)^(-1/2)
field at which the barrier vanishes = 7.34 MV/cm
barrier left at 1 MV/cm = 0.8200 eV = 23.8 kB*T
tests ok
```
